# Opposite Swings of Normal and Oblique Light in 193 nm Resist: verification in Python

```python
"""Opposite thin-film swings of normal and oblique light in photoresist.

Result under test: with equal interface phases at the two angles, the
smallest thickness giving opposite swings is
    d_star = wavelength * (n + q) / (4 * NA**2),  q = sqrt(n**2 - NA**2).
n is the resist index, NA the sine of the ray angle in air, and q the
normal component of the wavevector divided by its vacuum magnitude.
Swing means the variation of admitted light (1 - reflectance) with thickness.
All lengths are in nm. Fields vary as exp(-i omega t), so absorption
gives a positive imaginary part to the refractive index.
"""
import numpy as np
from scipy.optimize import brentq

wavelength = 193.0
n_resist = 1.7
aperture = 0.93
n_clear_substrate = 2.5
n_silicon = 0.9 + 2.8j       # rough value near 193 nm
absorption_per_um = 1.2      # rough value for an ArF resist


def normal_index(index, na):
    return np.sqrt(complex(index)**2 - na**2)


def opposite_thickness(index, na):
    q = np.sqrt(index**2 - na**2)
    return wavelength * (index + q) / (4 * na**2)


def ray_path_difference(thickness, na):
    """Optical path to a common outgoing wavefront, from ray geometry."""
    angle = np.arcsin(na / n_resist)
    bottom = np.array([thickness * np.tan(angle), -thickness])
    exit_point = np.array([2 * bottom[0], 0.0])
    film_length = np.linalg.norm(bottom) + np.linalg.norm(exit_point - bottom)
    air_direction = np.array([na, np.sqrt(1 - na**2)])
    return n_resist * film_length - exit_point @ air_direction


def admittance(index, na, polarization):
    q = normal_index(index, na)
    return q if polarization == "TE" else complex(index)**2 / q


def admitted(thickness, na, polarization, substrate, film=n_resist):
    """1 - R from continuity of tangential fields through the layer."""
    y_air = admittance(1.0, na, polarization)
    y_film = admittance(film, na, polarization)
    y_sub = admittance(substrate, na, polarization)
    beta = 2 * np.pi * normal_index(film, na) * thickness / wavelength
    electric = np.cos(beta) - 1j * y_sub / y_film * np.sin(beta)
    magnetic = y_sub * np.cos(beta) - 1j * y_film * np.sin(beta)
    reflection = ((y_air * electric - magnetic)
                  / (y_air * electric + magnetic))
    return 1 - np.abs(reflection)**2


def swing_peaks(na, polarization, substrate, film=n_resist, step=0.1):
    thickness = np.arange(0.0, 800.0, step)
    light = admitted(thickness, na, polarization, substrate, film)
    left, middle, right = light[:-2], light[1:-1], light[2:]
    where = np.where((middle > left) & (middle >= right))[0]
    a, b, c = left[where], middle[where], right[where]
    return thickness[where + 1] + 0.5 * step * (a - c) / (a - 2 * b + c)


def cycle_lag(thickness, normal_peaks, oblique_peaks):
    def count(peaks):
        return np.interp(thickness, peaks, np.arange(len(peaks)))
    return count(normal_peaks) - count(oblique_peaks)


def measured_opposition(substrate, film=n_resist, step=0.1):
    normal = swing_peaks(0.0, "TE", substrate, film, step)
    oblique = swing_peaks(aperture, "TE", substrate, film, step)
    return brentq(lambda d: cycle_lag(d, normal, oblique) - 0.5, 80, 280)


def wrapped(cycles):
    return (cycles + 0.5) % 1.0 - 0.5


def interface_product(na, polarization, substrate):
    y_air = admittance(1.0, na, polarization)
    y_film = admittance(n_resist, na, polarization)
    y_sub = admittance(substrate, na, polarization)
    return ((y_film - y_air) / (y_film + y_air)
            * (y_film - y_sub) / (y_film + y_sub))


# Closed result against explicit ray geometry.
q_oblique = normal_index(n_resist, aperture).real
d_star = opposite_thickness(n_resist, aperture)
d_rays = brentq(lambda d: ray_path_difference(d, 0.0)
                - ray_path_difference(d, aperture) - wavelength / 2, 1, 400)
assert abs(d_star - d_rays) < 1e-8
assert abs(ray_path_difference(100.0, aperture) - 200 * q_oblique) < 1e-9

# Periods and opposition measured from the full layer reflectance.
period_normal = wavelength / (2 * n_resist)
period_oblique = wavelength / (2 * q_oblique)
clear_normal = swing_peaks(0.0, "TE", n_clear_substrate)
clear_te = swing_peaks(aperture, "TE", n_clear_substrate)
clear_tm = swing_peaks(aperture, "TM", n_clear_substrate)
assert np.allclose(np.diff(clear_normal), period_normal, atol=1e-3)
assert np.allclose(np.diff(clear_te), period_oblique, atol=1e-3)
d_clear = measured_opposition(n_clear_substrate)
assert abs(d_clear - d_star) < 0.01
assert abs(cycle_lag(3 * d_star, clear_normal, clear_te) - 1.5) < 1e-4

# TM light reverses its swing only above the Brewster aperture.
brewster_na = n_resist / np.sqrt(1 + n_resist**2)
lag_clear_tm = wrapped(cycle_lag(d_star, clear_normal, clear_tm))
assert abs(lag_clear_tm) < 1e-3
low_na = 0.80
assert low_na < brewster_na < aperture
low_tm = swing_peaks(low_na, "TM", n_clear_substrate)
low_lag = cycle_lag(opposite_thickness(n_resist, low_na),
                    clear_normal, low_tm)
assert abs(abs(wrapped(low_lag)) - 0.5) < 1e-3

# Silicon: interface phases predicted by Fresnel, measured by peaks.
rho_normal = interface_product(0.0, "TE", n_silicon)
rho_te = interface_product(aperture, "TE", n_silicon)
rho_tm = interface_product(aperture, "TM", n_silicon)
phase_te = np.angle(rho_te / rho_normal)
phase_tm = np.angle(rho_tm / rho_normal)
d_si_predicted = d_star * (1 + phase_te / np.pi)
d_si = measured_opposition(n_silicon)
d_si_fine = measured_opposition(n_silicon, step=0.05)
assert abs(d_si - d_si_predicted) < 0.01
assert abs(d_si - d_si_fine) < 0.01
si_normal = swing_peaks(0.0, "TE", n_silicon)
si_tm = swing_peaks(aperture, "TM", n_silicon)
lag_si_tm = wrapped(cycle_lag(d_star, si_normal, si_tm))
assert abs(wrapped(lag_si_tm - 0.5 + phase_tm / (2 * np.pi))) < 1e-3


def first_harmonic(na, polarization, period):
    fraction = np.arange(2048) / 2048
    light = admitted(period * fraction, na, polarization, n_silicon)
    return 2 * np.mean(light * np.exp(-2j * np.pi * fraction))


# Unpolarized light: add the TE and TM powers with equal weights.
harmonic_normal = first_harmonic(0.0, "TE", period_normal)
harmonic_te = first_harmonic(aperture, "TE", period_oblique)
harmonic_tm = first_harmonic(aperture, "TM", period_oblique)
harmonic_mean = (harmonic_te + harmonic_tm) / 2


def harmonic_opposition(harmonic):
    return d_star * (1 + np.angle(harmonic / harmonic_normal) / np.pi)


assert abs(harmonic_opposition(harmonic_te) - d_si) < 0.01
assert abs(harmonic_te) > abs(harmonic_tm)
d_unpolarized = harmonic_opposition(harmonic_mean)

# Absorption in the resist.
k_resist = absorption_per_um * 1e-3 * wavelength / (4 * np.pi)
n_lossy = n_resist + 1j * k_resist
d_lossy = measured_opposition(n_silicon, n_lossy)
round_trip_amplitude = np.exp(-4 * np.pi * d_star / wavelength
                              * normal_index(n_lossy, aperture).imag)

# Sensitivity to refractive index.
slope = d_star / q_oblique
numerical_slope = (opposite_thickness(n_resist + 1e-5, aperture)
                   - opposite_thickness(n_resist - 1e-5, aperture)) / 2e-5
assert abs(slope - numerical_slope) < 1e-4


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Vacuum wavelength", wavelength, "nm", 1)
show("Resist index", n_resist, digits=2)
show("Numerical aperture", aperture, digits=2)
show("Ray angle in air", np.degrees(np.arcsin(aperture)), "deg", 2)
show("Ray angle in resist",
     np.degrees(np.arcsin(aperture / n_resist)), "deg", 2)
show("Cosine of angle in resist", q_oblique / n_resist, digits=5)
show("q = n cos(theta)", q_oblique, digits=5)
show("n - q", n_resist - q_oblique, digits=5)
show("Swing period, normal ray", period_normal, "nm", 2)
show("Swing period, oblique ray", period_oblique, "nm", 2)
show("Opposite-swing thickness, formula", d_star, "nm", 2)
show("Opposite-swing thickness, ray geometry", d_rays, "nm", 2)
show("Opposite-swing thickness, TE layer peaks", d_clear, "nm", 2)
show("Clear substrate index in layer test", n_clear_substrate, digits=2)
show("Round-trip phase, normal ray", d_star / period_normal, "cycles")
show("Round-trip phase, oblique ray", d_star / period_oblique, "cycles")
show("Next opposite-swing thickness", 3 * d_star, "nm", 2)
show("Small-aperture estimate",
     wavelength * n_resist / (2 * aperture**2), "nm", 2)
show("Thickness change for index +0.02",
     opposite_thickness(n_resist + 0.02, aperture) - d_star, "nm", 2)
show("Thickness slope with index", slope, "nm per unit index", 1)
show("Brewster aperture of resist surface", brewster_na, digits=4)
show("TM lag at d_star, clear substrate",
     abs(lag_clear_tm), "cycles")
show("Silicon index, real part (rough)", n_silicon.real, digits=1)
show("Silicon index, imaginary part (rough)", n_silicon.imag, digits=1)
show("Silicon TE interface phase minus normal",
     np.degrees(phase_te), "deg", 2)
show("Silicon TM interface phase minus normal",
     np.degrees(phase_tm), "deg", 2)
show("Silicon TE opposite-swing thickness", d_si, "nm", 2)
show("Silicon TE shift from d_star", d_si - d_star, "nm", 2)
show("Silicon TE shift on halving grid", abs(d_si_fine - d_si), "nm", 6)
show("Silicon TM lag at d_star", lag_si_tm, "cycles")
show("Silicon normal first-harmonic amplitude", abs(harmonic_normal))
show("Silicon TE first-harmonic amplitude", abs(harmonic_te))
show("Silicon TM first-harmonic amplitude", abs(harmonic_tm))
show("Silicon unpolarized first-harmonic amplitude", abs(harmonic_mean))
show("Silicon unpolarized opposite thickness", d_unpolarized, "nm", 2)
show("Resist absorption coefficient (rough)", absorption_per_um, "1/um", 2)
show("Resist extinction index", k_resist, digits=4)
show("Oblique round-trip amplitude factor at d_star", round_trip_amplitude)
show("Silicon TE opposite thickness with absorption", d_lossy, "nm", 2)
show("Further TE shift from absorption", d_lossy - d_si, "nm", 2)
print("checks complete")
```

Running it gives:

```
Vacuum wavelength: 193.0 nm
Resist index: 1.70
Numerical aperture: 0.93
Ray angle in air: 68.43 deg
Ray angle in resist: 33.17 deg
Cosine of angle in resist: 0.83709
q = n cos(theta): 1.42306
n - q: 0.27694
Swing period, normal ray: 56.76 nm
Swing period, oblique ray: 67.81 nm
Opposite-swing thickness, formula: 174.23 nm
Opposite-swing thickness, ray geometry: 174.23 nm
Opposite-swing thickness, TE layer peaks: 174.23 nm
Clear substrate index in layer test: 2.50
Round-trip phase, normal ray: 3.069 cycles
Round-trip phase, oblique ray: 2.569 cycles
Next opposite-swing thickness: 522.68 nm
Small-aperture estimate: 189.68 nm
Thickness change for index +0.02: 2.45 nm
Thickness slope with index: 122.4 nm per unit index
Brewster aperture of resist surface: 0.8619
TM lag at d_star, clear substrate: 0.000 cycles
Silicon index, real part (rough): 0.9
Silicon index, imaginary part (rough): 2.8
Silicon TE interface phase minus normal: -10.11 deg
Silicon TM interface phase minus normal: -168.46 deg
Silicon TE opposite-swing thickness: 164.44 nm
Silicon TE shift from d_star: -9.78 nm
Silicon TE shift on halving grid: 0.000008 nm
Silicon TM lag at d_star: -0.032 cycles
Silicon normal first-harmonic amplitude: 0.161
Silicon TE first-harmonic amplitude: 0.282
Silicon TM first-harmonic amplitude: 0.099
Silicon unpolarized first-harmonic amplitude: 0.097
Silicon unpolarized opposite thickness: 153.85 nm
Resist absorption coefficient (rough): 1.20 1/um
Resist extinction index: 0.0184
Oblique round-trip amplitude factor at d_star: 0.779
Silicon TE opposite thickness with absorption: 166.61 nm
Further TE shift from absorption: 2.17 nm
checks complete
```
